# The state-specific CASSCF nuclear gradient and its overlap term

## Result and conventions

For a CASSCF state whose orbitals and CI coefficients are both optimized for that state, the derivative of the energy with respect to a nuclear coordinate $x$ is

$$
\frac{dE}{dx}=\sum_{pq}D_{pq}h^x_{pq}+\frac12\sum_{pqrs}\Gamma_{pqrs}(pq|rs)^x-\sum_{pq}F_{pq}S^x_{pq}+\frac{dV_{nn}}{dx}. \tag{1}
$$

No derivative of an orbital or CI coefficient appears. The wavefunction is real and nonrelativistic, the basis functions are centred on the nuclei, and there are as many molecular orbitals as linearly independent basis functions. The energy is

$$
E=\sum_{pq}D_{pq}h_{pq}+\frac12\sum_{pqrs}\Gamma_{pqrs}(pq|rs)+V_{nn}, \tag{2}
$$

with spin-summed densities

$$
D_{pq}=\sum_\sigma\langle a^\dagger_{p\sigma}a_{q\sigma}\rangle,\qquad
\Gamma_{pqrs}=\sum_{\sigma\tau}\langle a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}\rangle .
$$

The generalized Fock matrix is

$$
F_{pq}=\sum_r D_{pr}h_{qr}+\sum_{rst}\Gamma_{prst}(qr|st). \tag{3}
$$

A superscript $x$ on an integral means: differentiate the integral over atomic basis functions, then transform with the undisplaced coefficients $C$. For example, $S^x_{pq}=\sum_{\mu\nu}C_{\mu p}C_{\nu q}\,\partial S_{\mu\nu}/\partial x$. The derivative includes the motion of the basis functions with their nuclei and, in $h^x$, the motion of the nuclear attraction operator.

## Simplest case: two electrons, one basis function

Let one function $\chi$ have self-overlap $s(x)$, with $s=1$ at the reference geometry. The normalized orbital is $\chi/\sqrt s$. If $h$ and $g$ are the integrals over $\chi$ itself, then

$$
E=\frac{2h}{s}+\frac{g}{s^2}+V_{nn}.
$$

Differentiate and then set $s=1$:

$$
\frac{dE}{dx}=2h^x+g^x-(2h+2g)s^x+\frac{dV_{nn}}{dx}.
$$

Here $D_{11}=2$ and $\Gamma_{1111}=2$, so (3) gives $F_{11}=2h+2g$, and (1) is recovered. The overlap term comes from keeping the orbital normalized.

A limit shows why it is needed. Suppose that $x$ merely rescales the function, $\chi\to\lambda(x)\chi$ with $\lambda=1$ at the reference point. The physical orbital does not change. Since $h^x=2\lambda'h$, $g^x=4\lambda'g$ and $s^x=2\lambda'$, the electronic derivative is

$$
4\lambda'h+4\lambda'g-(2h+2g)2\lambda'=0,
$$

as it must be. Without the overlap term, a change of normalization would produce a spurious force.

## Many orbitals: densities and the matrix F

In a CASSCF state the core orbitals are doubly occupied in every determinant. Let $i$ be a core orbital and $t,u$ active ones. Moving the core operators together gives

$$
\Gamma_{iitu}=2D_{tu},\qquad \Gamma_{iuti}=-D_{tu}.
$$

The first has a factor 2 from the two core spins. The second requires equal spins and acquires its minus sign from one exchange of fermion operators. Elements with only core indices are $\Gamma_{ijkl}=4\delta_{ij}\delta_{kl}-2\delta_{il}\delta_{kj}$. All elements containing a core index are therefore summarized by

$$
\Gamma_{pqrs}=D_{pq}D_{rs}-\tfrac12D_{ps}D_{rq}.
$$

When all four indices are active, $\Gamma$ must instead be taken from the CI vector.

Now vary the orbitals at fixed $D$ and $\Gamma$: $C\to C(1+X)$, or $\phi_p\to\phi_p+\sum_r\phi_rX_{rp}$. To first order,

$$
\delta h_{pq}=\sum_r\left(X_{rp}h_{rq}+X_{rq}h_{pr}\right).
$$

Contracted with the symmetric $D$, the two parts are equal after exchanging the labels $p$ and $q$, so

$$
\delta E_1=2\sum_{rpq}X_{rp}D_{pq}h_{rq}.
$$

The two-electron energy has four such parts, one for each orbital. They are equal because the real integrals and densities share the symmetries $\Gamma_{pqst}=\Gamma_{qpts}=\Gamma_{stpq}$. The prefactor is $\frac12\times4=2$:

$$
\delta E_2=2\sum_{rpqst}X_{rp}\Gamma_{pqst}(rq|st).
$$

Adding the two and comparing with (3),

$$
\delta E=2\sum_{pr}F_{pr}X_{rp}. \tag{4}
$$

**Limit 1, uniform scaling.** For $X=\epsilon 1$, equation (4) gives $2\epsilon\,\mathrm{tr}F=2\epsilon(E_1+2E_2)$, where $E_1$ and $E_2$ are the one- and two-electron energies. Direct scaling multiplies $E_1$ by $(1+\epsilon)^2$ and $E_2$ by $(1+\epsilon)^4$, which gives the same first-order change.

**Limit 2, closed shell.** With no active orbitals, $D_{ij}=2\delta_{ij}$. For occupied $i$ and any $r$,

$$
F_{ir}=2h_{ri}+\sum_k\left[4(ri|kk)-2(rk|ki)\right]=2f_{ri},
$$

where $f$ is the ordinary Fock matrix. For canonical orbitals the overlap term in (1) becomes $-2\sum_i\varepsilon_iS^x_{ii}$, the Hartree-Fock result.

## What stationarity says about F

A rotation that preserves orthonormality has antisymmetric $X=\kappa$. Pairing $\kappa_{rp}$ with $\kappa_{pr}=-\kappa_{rp}$ in (4) gives

$$
\delta E=2\sum_{r>p}\kappa_{rp}(F_{pr}-F_{rp}). \tag{5}
$$

At convergence $F$ is symmetric, block by block:

- Core-active, core-virtual and active-virtual rotations are optimized, so their coefficients in (5) vanish.
- Core-core rotations leave the wavefunction unchanged, so these coefficients vanish identically.
- Virtual-virtual elements are zero because $D$ and $\Gamma$ vanish when their first index is virtual.
- An active-active rotation at fixed CI coefficients is equivalent to a change of the CI vector within the complete active space. The energy is stationary to such a change when the vector is an eigenvector.

The last point can be seen explicitly for a singlet state of two electrons in two orbitals. Choose orbitals in which the state is $c_1|1\bar1\rangle+c_2|2\bar2\rangle$. Its nonzero densities are $D_{11}=\Gamma_{1111}=2c_1^2$, $D_{22}=\Gamma_{2222}=2c_2^2$ and $\Gamma_{1212}=\Gamma_{2121}=2c_1c_2$. From (3),

$$
\begin{aligned}
F_{12}&=2c_1^2[h_{12}+(11|12)]+2c_1c_2(12|22),\\
F_{21}&=2c_2^2[h_{12}+(12|22)]+2c_1c_2(11|12).
\end{aligned}
$$

Subtracting and factorizing,

$$
F_{12}-F_{21}=2(c_1-c_2)\left\{c_1[h_{12}+(11|12)]+c_2[h_{12}+(12|22)]\right\}.
$$

The braces, multiplied by $\sqrt2$, are the Hamiltonian matrix element between this state and the open-shell singlet configuration. That configuration has coefficient zero here, so the eigenvalue equation makes the element zero. Thus $F_{12}=F_{21}$.

## Moving the nuclei: the orthonormality contribution

At a displaced geometry the old coefficients no longer describe orthonormal orbitals. Define $M(x)=C^TS(x)C$ and carry the orbitals along by

$$
\tilde C(x)=C\,M(x)^{-1/2}.
$$

They are orthonormal, since $\tilde C^TS\tilde C=M^{-1/2}MM^{-1/2}=1$. For a small displacement $\delta x$,

$$
M=1+\delta x\,S^x,\qquad M^{-1/2}=1-\tfrac12\delta x\,S^x .
$$

The orbital change per unit displacement is thus $X=-\frac12S^x$. Substitution into (4) gives

$$
2\sum_{pr}F_{pr}\left(-\tfrac12S^x_{rp}\right)=-\sum_{pr}F_{pr}S^x_{pr}. \tag{6}
$$

The factor 2 from the orbital variation cancels the $\frac12$ from the inverse square root. Adding the derivatives of the AO integrals and of $V_{nn}$ gives the right-hand side of (1).

At this stage no stationarity has been used. The expression is the derivative along the carried orbitals with frozen CI coefficients, for any orbitals that are orthonormal at the reference geometry and any normalized CI vector. This was tested for randomly rotated orbitals and a random CI vector: finite differences and the formula both give $-0.0295676$ hartree/bohr in the system described below.

The symmetric choice of $\tilde C$ is convenient, but the final gradient does not depend on it. Preserving orthonormality to first order requires

$$
X+X^T+S^x=0,
$$

whose general solution is $X=-\frac12S^x+K$ with $K$ antisymmetric. Once $F$ is symmetric, $K$ contributes nothing.

**Limit 3, a change of basis alone.** Let $x$ only mix the basis functions among themselves, at rate $A$ in the molecular-orbital representation. The space they span does not change, and neither should the energy. By the algebra leading to (4), the integral terms give $2\sum F_{pr}A_{rp}$. The overlap derivative is $S^x=A+A^T$, so for symmetric $F$ the overlap term is $-2\sum F_{pr}A_{rp}$. The sum is zero. This is the many-orbital version of the rescaling check.

## Why the remaining responses drop out

The true optimized orbitals at $x$ can be written $\tilde C(x)\exp[\kappa(x)]$, with $\kappa=0$ at the reference geometry. The CI vector becomes $c(x)$. I assume an isolated state, followed continuously, with a nonsingular Hessian for its non-redundant parameters, so that these functions are differentiable. The chain rule adds to the right-hand side of (1) the terms

$$
2\sum_{pr}F_{pr}\kappa^x_{rp}+\sum_I\frac{\partial E}{\partial c_I}c_I^x. \tag{7}
$$

The first is zero because $F$ is symmetric and $\kappa^x$ antisymmetric. For the second, write $E=c^THc$, with $V_{nn}$ included in the diagonal of $H$. The eigenvalue equation gives

$$
\sum_I\frac{\partial E}{\partial c_I}c_I^x=2\sum_I(Hc)_Ic_I^x=2E\sum_Ic_Ic_I^x=0,
$$

because differentiating $\sum_Ic_I^2=1$ gives $\sum_Ic_Ic_I^x=0$. This proves (1). The orbitals and coefficients do respond to the displacement; their first-order responses do not contribute to the first derivative of the energy.

The argument uses stationarity, not minimality, so it also covers an excited state with its own optimized orbitals, under the same assumptions. The numerical example treats a ground state.

With state-averaged orbitals, the weighted sum of the $F$ matrices is symmetric, but the matrix of one state need not be. Its individual gradient then needs response terms. In a truncated active-space CI, the equivalence used for active-active rotations can fail as well.

## Test on stretched Li$_2$

Take Li$_2$ at $R=6.00$ bohr in the 6-31G basis, which has 18 functions. Two core orbitals are doubly occupied, and two electrons are distributed over four active orbitals: $2\sigma_g$, $2\sigma_u$ and the two $1\pi_u$. All are optimized. The CASSCF energy is $-14.886322$ hartree, $0.022833$ hartree below RHF. The active natural occupations are 1.812, 0.095, 0.046 and 0.046, so the state is not a single closed-shell determinant.

Let $x$ be the position of the second nucleus along the bond, so that $dE/dx=dE/dR$. The nuclear term is

$$
\frac{d}{dR}\frac{3\times3}{R}=-\frac{9}{36}=-0.250000\ \text{hartree/bohr}.
$$

In hartree/bohr, the one-electron, two-electron, overlap and nuclear terms add up to

$$
0.681006-0.398376-0.026086-0.250000=0.006544 .
$$

The main result, for this basis and active space, is $dE/dR=0.006544$ hartree/bohr, or $0.3365$ eV/angstrom. It is positive, so the force on the second nucleus points back towards the first. The total is small compared with its parts. Omitting the overlap term would give $0.032630$ hartree/bohr, about five times the correct derivative.

The independent check reoptimizes orbitals and CI coefficients at displaced geometries. With a step of 0.05 bohr,

$$
\frac{-14.8859890576+14.8866431360}{0.10}=0.00654078\ \text{hartree/bohr}.
$$

A step of 0.10 bohr gives $0.00653024$. Taylor expansion of the central difference gives

$$
\frac{E(R+d)-E(R-d)}{2d}=E'(R)+\frac{d^2}{6}E'''(R)+O(d^4),
$$

so halving $d$ should reduce the leading error by a factor of four. Relative to the analytic gradient, the errors are $-1.40\times10^{-5}$ and $-0.35\times10^{-5}$ hartree/bohr, in agreement with this. Eliminating the $d^2$ term gives the four-point value

$$
\frac{4(0.00654078)-0.00653024}{3}\approx0.0065443\ \text{hartree/bohr}.
$$

It differs from the analytic result by $5.7\times10^{-8}$ hartree/bohr, about nine parts per million of the gradient.

**Limit 4, rigid translation.** Moving both nuclei together leaves every AO integral and $V_{nn}$ unchanged, so the two nuclear gradients must add to zero. The computed sum is $5.6\times10^{-17}$ hartree/bohr.

**Limit 5, large separation.** Overlaps between functions on the same atom do not change when that atom moves. Only two-centre overlaps enter $S^x$, and they and their derivatives vanish as the atoms separate. For bounded $F$ and $C$, the overlap term therefore vanishes too. Its size at 6.00 bohr shows that this limit has not been reached.

## Stationary and non-stationary orbitals compared

The optimized orbitals change appreciably. After removing rotations within the core, active and virtual spaces, the Frobenius norm of the full antisymmetric matrix $\kappa^x$, which counts each orbital pair twice, is $0.765$ per bohr. Most of it comes from the weakly occupied $\sigma_u$ active orbital mixing with virtual orbitals. Its contribution to the gradient is nevertheless only $-1.0\times10^{-8}$ hartree/bohr. The largest element of $|F-F^T|$ is $3.8\times10^{-8}$ hartree, so a residue of this size is consistent with finite convergence.

Now keep the same kind of active space but use RHF orbitals, optimizing only the CI vector. This is a CASCI calculation. The CI term in (7) still vanishes. The orbitals, however, follow the RHF conditions and do not make the CASCI energy stationary. The correct derivative is therefore

$$
\frac{dE_{\rm CASCI}}{dx}=\text{right-hand side of (1)}+2\sum_{pr}F_{pr}\kappa^x_{rp}.
$$

The right-hand side of (1) gives $0.008899$ hartree/bohr, whereas differences of CASCI energies give $0.006046$. The missing part is $-0.002853$ hartree/bohr, 47% of the true CASCI gradient in magnitude. The orbital response term, evaluated separately from the change of the RHF orbitals, is also $-0.002853$ hartree/bohr. This identifies the cause of the discrepancy: the orbital gradient is nonzero.

These comparisons establish the derivative of the chosen model energy. They do not measure how well that energy describes the real molecule: the basis is small, and correlation of the core electrons and the valence correlation outside the active space are left out. The basis alone matters at the second digit: with the same active space the gradient at 6.00 bohr is about $0.0077$ hartree/bohr in cc-pVDZ and $0.0078$ in cc-pVTZ, some 20% above the 6-31G value. The full set of values is in the numerical output below.

## Computed values

```
Li2 bond length: 6.00 bohr
6-31G basis functions: 18
core orbitals: 2; active orbitals: 4; active electrons: 2
RHF energy: -14.86348882 hartree
CASSCF energy: -14.88632164 hartree
active natural occupations: 1.81234 0.09504 0.04631 0.04631
energy from densities minus CASSCF: 0.0e+00 hartree
largest |F - F^T|: 3.8e-08 hartree
-- gradient on second nucleus, along the bond --
one-electron term: 0.68100584 hartree/bohr
two-electron term: -0.39837582 hartree/bohr
overlap term (with its minus sign): -0.02608578 hartree/bohr
nuclear repulsion term: -0.25000000 hartree/bohr
analytic total: 0.00654424 hartree/bohr
analytic total: 0.336518 eV/angstrom
total without overlap term: 0.03263002 hartree/bohr
sum of gradients on both nuclei: 5.6e-17 hartree/bohr
-- differences of reoptimized CASSCF energies --
energy at 5.90 bohr: -14.8869524825 hartree
energy at 5.95 bohr: -14.8866431360 hartree
energy at 6.05 bohr: -14.8859890576 hartree
energy at 6.10 bohr: -14.8856464343 hartree
central difference, step 0.10 bohr: 0.00653024 hartree/bohr
central difference, step 0.05 bohr: 0.00654078 hartree/bohr
four-point difference: 0.00654430 hartree/bohr
four-point minus analytic: 5.7e-08 hartree/bohr
CASSCF orbital response norm: 0.765 1/bohr
its energy contribution: -1.0e-08 hartree/bohr
-- tests away from stationarity --
largest AO derivative error: 1.9e-11 atomic units
random rotation, difference: -0.2939948 hartree
random rotation, from F: -0.2939948 hartree
carried random state, difference: -0.0295676 hartree/bohr
carried random state, formula: -0.0295676 hartree/bohr
-- CASCI on RHF orbitals --
CASCI energy: -14.87525316 hartree
energy difference gradient: 0.00604639 hartree/bohr
short formula: 0.00889903 hartree/bohr
missing part: -0.00285264 hartree/bohr
orbital response term: -0.00285264 hartree/bohr
```
